\section*{Effective transverse piezoelectric stress coefficient of a film with a free surface, part 2}

A piezoelectric film is bonded to a thick wafer, which imposes its in-plane strains. Its top surface is free, so $T_3 = 0$ throughout the film. At zero in-plane strain, a field $E_3$ along the film normal (axis 3) produces the stress $T_1 = T_2 = -e_{31,f} E_3$. At zero field, $D_3 = e_{31,f} (S_1 + S_2)$.

Axis 3 points along the remanent polarization $P_r$. Stress $T_p$ is positive in tension and strain $S_p$ in extension; $p = 1, 2, 3$ are normal components and $4, 5, 6$ the shears 23, 13, 12. Stress, strain and electric displacement $D_3$ are counted from the poled state at zero field. $D_3$ is the electrode charge per undeformed area, and the matching coefficients $e_{3p}$, in C/m$^2$, are called proper. With stiffnesses $C_{pq}$ at constant field and permittivity $\varepsilon_{33}^S$ at constant strain,
\begin{align}
T_p &= \sum_q C_{pq} S_q - e_{3p} E_3 , \label{eq:T} \\
D_3 &= \sum_q e_{3q} S_q + \varepsilon_{33}^S E_3 . \label{eq:D}
\end{align}
The electric enthalpy per volume has the derivatives $T_p$ with respect to $S_p$ and $-D_3$ with respect to $E_3$. The compliance form is
\begin{equation}
S_p = \sum_q s_{pq} T_q + d_{3p} E_3 ,
\qquad
d_{3p} = \sum_q e_{3q} s_{qp} ,
\label{eq:S}
\end{equation}
where $s$ is the inverse of $C$.

For a transversely isotropic film,
\begin{align}
T_1 &= C_{11} S_1 + C_{12} S_2 + C_{13} S_3 - e_{31} E_3 , \label{eq:T1} \\
T_3 &= C_{13} (S_1 + S_2) + C_{33} S_3 - e_{33} E_3 , \label{eq:T3} \\
e_{33} &= 2 d_{31} C_{13} + d_{33} C_{33} . \label{eq:e33d}
\end{align}
With $T_3 = 0$ these lead to
\begin{equation}
e_{31,f} = e_{31} - \frac{C_{13}}{C_{33}} e_{33}
= \frac{d_{31}}{s_{11} + s_{12}} .
\label{eq:both}
\end{equation}
The biaxial modulus is $1/(s_{11} + s_{12}) = C_{11} + C_{12} - 2 C_{13}^2 / C_{33}$, and the film permittivity at $T_3 = 0$ is $\varepsilon_{33}^S + e_{33}^2 / C_{33}$.

\subsection{Rules for implementation}

All elastic constants in equation \eqref{eq:both} belong to constant field. Constants measured with open electrodes differ. At $D_3 = 0$ and zero in-plane strain, $E_3 = -e_{33} S_3 / \varepsilon_{33}^S$, so the normal stress is $(C_{33} + e_{33}^2 / \varepsilon_{33}^S) S_3$ and the film appears stiffer.

The coefficient $e_{31}$ must be the proper one, defined by charge per undeformed area. If a calculation supplies the derivative of the polarization $P_3$ per deformed area with respect to $S_1$, add $P_3$, taken on the same branch, to obtain the proper $e_{31}$. For $P_3 = 0.20$ C/m$^2$ this correction is 24\% of the magnitude of $e_{31,f}$ in the example below. The coefficient $e_{33}$ needs no such correction, since a thickness strain leaves the electrode area unchanged.

If axis 3 is reversed while the material stays as it is, $E_3$ and $D_3$ change sign and the normal strains do not. Then $e_{31}$, $e_{33}$, $d_{31}$ and $e_{31,f}$ all change sign, and $C$ and $s$ do not. A code that fixes axis 3 in the laboratory must therefore reverse the coefficient when the polarization is switched.

In a charge measurement the sum of both in-plane strains matters. Equal strains $S$ give $D_3 = 2 e_{31,f} S$. A bent beam that contracts sideways by $S_2 = -\nu S_1$, where $\nu$ is the Poisson ratio of the beam, gives $D_3 = (1 - \nu) e_{31,f} S_1$.

\subsection{A cover that resists the thickness change}

Suppose a cover, held from behind, presses back with a force per area $k$ times the displacement of the film surface. For film thickness $t$ and zero in-plane strain, the surface moves by $t S_3$ and $T_3 = -k t S_3$. Equation \eqref{eq:T3} becomes $-k t S_3 = C_{33} S_3 - e_{33} E_3$, hence $S_3 = e_{33} E_3 / (C_{33} + k t)$. Inserting this into equation \eqref{eq:T1} gives
\begin{equation}
- \frac{T_1}{E_3} = e_{31} - \frac{C_{13}}{C_{33} + k t} \, e_{33} .
\end{equation}
For $k t \ll C_{33}$ this is $e_{31,f}$, and for $k t \gg C_{33}$ it is the bare $e_{31}$. A uniform layer with a free outer surface has $k = 0$, however thick it is, provided that nothing varies along the film. Above a capacitor of finite width, a thick layer does resist the local change of thickness, with $k$ of the order of its elastic modulus divided by the width. For a layer about as stiff as the film, this is negligible if the capacitor is much wider than the film is thick.

\subsection{Unequal in-plane axes}

Consider an orthorhombic film with its crystal axes along 1, 2 and 3 and its polar axis along 3. The normal components still do not couple to shear, but $C_{11} \neq C_{22}$, $C_{13} \neq C_{23}$ and $e_{31} \neq e_{32}$ in general. At zero in-plane strain, $T_3 = 0$ gives $S_3 = e_{33} E_3 / C_{33}$. Inserting this into $T_j = C_{j3} S_3 - e_{3j} E_3$ for $j = 1, 2$ yields
\begin{equation}
e_{3j,f} = e_{3j} - \frac{C_{j3}}{C_{33}} \, e_{33} .
\label{eq:ortho}
\end{equation}
The stiffness form survives, with one coefficient per axis. The compliance equations with $T_j = -e_{3j,f} E_3$ are
\begin{align}
d_{31} &= s_{11} e_{31,f} + s_{12} e_{32,f} , \label{eq:d31o} \\
d_{32} &= s_{12} e_{31,f} + s_{22} e_{32,f} .
\end{align}
Multiplying the first by $s_{22}$, the second by $s_{12}$, and subtracting gives
\begin{equation}
e_{31,f} = \frac{s_{22} d_{31} - s_{12} d_{32}}{s_{11} s_{22} - s_{12}^2} .
\end{equation}
The error of the scalar form follows from equation \eqref{eq:d31o}. Write $e_{32,f} = e_{31,f} + (e_{32,f} - e_{31,f})$ and divide by $s_{11} + s_{12}$:
\begin{equation}
\frac{d_{31}}{s_{11} + s_{12}} = e_{31,f}
+ \frac{s_{12}}{s_{11} + s_{12}} \, (e_{32,f} - e_{31,f}) .
\label{eq:error}
\end{equation}
The scalar form holds if the two film coefficients agree or if $s_{12} = 0$. Fourfold symmetry with vertical mirror planes suffices for the former, since $C_{66}$ never entered the proof.

Both forms were tested on 200 random stable crystals of this fourfold kind. $C_{11}$ and $C_{33}$ lay between 100 and 500 GPa, $C_{12}$ and $C_{13}$ between $-100$ and 300 GPa, the shear stiffnesses between 30 and 200 GPa, and $e_{31}$ and $e_{33}$ between $-3$ and 3 C/m$^2$. The stress was found by numerical differentiation of the enthalpy, minimized over the out-of-plane strains. The largest deviation from either form was $3 \times 10^{-15}$ C/m$^2$, which is rounding error.

\subsection{Worked example}

The parameters are round values in the rough regime of textured ferroelectric hafnia: $C_{11} = 400$, $C_{12} = 150$, $C_{13} = 120$ and $C_{33} = 390$ GPa; $e_{31} = -1.30$ and $e_{33} = -1.50$ C/m$^2$; relative permittivity 30 at constant strain. The film is 10 nm thick and carries 0.50 V, a field of 0.50 MV/cm along the polarization. Extra digits are kept below so that the arithmetic can be followed; the inputs justify two at most.

The stiffness form gives
\begin{equation}
e_{31,f} = -1.30 + 0.3077 \times 1.50 = -0.8385 \ \mathrm{C/m^2} .
\end{equation}
For the other form, the biaxial modulus is $400 + 150 - 2 \times 120^2 / 390 = 476.15$ GPa. Inversion of $C$ gives $s_{11} + s_{12} = 3.0501 - 0.9499 = 2.1002$ TPa$^{-1}$, its reciprocal, and $d_{31} = -1.7609$ pm/V. Since 1 GPa times 1 pm/V is $10^{-3}$ C/m$^2$,
\begin{equation}
e_{31,f} = -1.7609 \times 476.15 \times 10^{-3} = -0.8385 \ \mathrm{C/m^2} .
\end{equation}
The result is about $-0.84$ C/m$^2$, or $-84$ $\mu$C/cm$^2$. The bare $e_{31}$ is larger in magnitude by a factor of 1.55. Because the two terms partly cancel, an error of 10\% in $e_{31}$ alone shifts $e_{31,f}$ by about 16\%.

At 0.50 MV/cm the in-plane stress is $0.8385 \times 5 \times 10^7$ Pa, or 42 MPa in tension. Equal biaxial strain of 0.10\% at zero field gives $D_3 = 2 \times (-0.8385) \times 10^{-3}$ C/m$^2$, or $-0.17$ $\mu$C/cm$^2$.

The thickness strain is $e_{33} E_3 / C_{33} = -1.92 \times 10^{-4}$, a change of $-1.9$ pm for 0.50 V. This is $-3.8$ pm/V, larger in magnitude than the free-sample value $d_{33} = -2.8$ pm/V. Dividing equation \eqref{eq:e33d} by $C_{33}$ explains the difference:
\begin{equation}
\frac{e_{33}}{C_{33}} = d_{33} + \frac{2 C_{13}}{C_{33}} \, d_{31} .
\end{equation}
Here $d_{31}$ and $d_{33}$ have the same sign. The field would shrink the film sideways; the wafer keeps it stretched, and the stretching thins it further.

For the orthorhombic variant take $C_{11} = 410$, $C_{22} = 390$, $C_{12} = 150$, $C_{13} = 110$, $C_{23} = 130$ and $C_{33} = 390$ GPa, with $e_{31}, e_{32}, e_{33} = -1.20, -1.40, -1.50$ C/m$^2$. Equation \eqref{eq:ortho} gives $e_{31,f} = -0.777$ and $e_{32,f} = -0.900$ C/m$^2$. The scalar form gives $-0.717$ C/m$^2$, which is 7.7\% smaller in magnitude than the correct $e_{31,f}$. The sign agrees with equation \eqref{eq:error}: $s_{12}$ and $e_{32,f} - e_{31,f}$ are both negative, so the error is positive.

\subsection{Sizes of the neglected effects}

\paragraph{Yielding of the wafer.} Let a film under stress $\sigma$ cover a free wafer of thickness $h \gg t$ and biaxial modulus $M$. With $z$ measured upward from the mid-plane, the wafer strain is $S_0 - \kappa z$ in both directions. The total in-plane force vanishes, so $M h S_0 + \sigma t = 0$. The total moment vanishes, so $-M \kappa h^3 / 12 + \sigma t h / 2 = 0$. Hence
\begin{equation}
\kappa = \frac{6 \sigma t}{M h^2} , \qquad
S_0 - \frac{\kappa h}{2} = - \frac{4 \sigma t}{M h} .
\end{equation}
For $h = 500$ $\mu$m and $M = 180$ GPa the curvature is $5.6 \times 10^{-5}$ m$^{-1}$ and the strain at the film is $-1.9 \times 10^{-8}$. A numerical minimization of the total energy of film and wafer for these inputs agreed with both formulas within 0.1\%. The free strain is $d_{31} E_3 = -8.8 \times 10^{-5}$, so yielding lowers the stress by 0.02\%.

A small capacitor loads the wafer locally. By dimensional analysis, its edge force $\sigma t$ per length strains the wafer surface at distance $r$ by $\sigma t / (M r)$ times a numerical factor of order one, which this argument leaves open. Without that factor, the ratio to the free strain is $(476/180) \, t / r$. At the centre of a capacitor 10 $\mu$m wide the effect is therefore of the order of 0.5\%. The centre is the least affected point, because the effect grows as $t / r$ toward an edge. With the film treated as a membrane on an isotropic elastic half-space, the loss of stress exceeds 5\% out to roughly 20 film thicknesses from an edge, and its average over a square of that width is about 2\%. The area within one film thickness of an edge, where lateral uniformity fails outright, is 0.4\% of the square.

\paragraph{Nonlinear response.} If the strain follows the square of the polarization, $(P_r + \Delta P)^2$, the ratio of the quadratic to the linear term is $\Delta P / (2 P_r)$. With $P_r = 20$ $\mu$C/cm$^2$ and a field-induced $\Delta P = 1.28$ $\mu$C/cm$^2$, it is 3.2\%. This ratio takes $\Delta P$ as proportional to the field. Saturation of the polarization enters at the same order. In the simple model $E_3 = a P + b P^3$ with $a < 0 < b$, where $P$ is the total polarization, let $\Delta P$ denote the linear part of its change. The change itself is then $\Delta P - 3 (\Delta P)^2 / (2 P_r)$ to second order, and the total correction to the linear strain becomes $-\Delta P / P_r$, or $-6.4$\%, at this order. The exact solution of the cubic gives $-5.6$\% for this field. The model assigns the whole field-induced polarization to the switchable mode, which need not hold in a real film. Both the size and the sign of the nonlinear correction thus depend on the model. The attraction of the electrodes, estimated for an ideal dielectric, adds a pressure $\varepsilon_{33}^S E_3^2 / 2$. Multiplied by $C_{13} / C_{33}$, it changes the in-plane stress by 0.10 MPa, or 0.24\%. The electrostatic enthalpy at fixed voltage, $-\varepsilon_{33}^S A V^2 / (2 t)$ for area $A$ and voltage $V$, also depends on the area. Its derivative with respect to an in-plane strain, per volume, is a direct compressive stress $\varepsilon_{33}^S E_3^2 / 2$, or 0.33 MPa. Both contributions are compressive, and together they amount to about 1\% of the piezoelectric stress.

\paragraph{Temperature and field limits.} For a rough pyroelectric coefficient of 50 $\mu$C/(m$^2$\,K), a drift of 1 K produces 0.005 $\mu$C/cm$^2$, which is 3\% of the strain-induced charge above. The field is half of a rough coercive field of 1 MV/cm and one eighth of a rough breakdown field of 4 MV/cm. Real films do not switch at one sharp field, and the linear coefficient excludes any switching. Reversal of only 0.4\% of the area gives a charge $2 P_r \times 0.004$, about as large as the strain-induced charge above.

\subsection{Comparison with real hafnia capacitors}

The thickness, polarization and fields used here are typical of ferroelectric hafnia capacitors in order of magnitude. The piezoelectric coefficients are much less certain: their size, and even their sign, depend on the film. Reversing $e_{33}$ alone would change the example to $-1.30 - 0.46 = -1.76$ C/m$^2$, so the value $-0.84$ C/m$^2$ is not a prediction for a given device. Real films also break the assumption of one uniform polarization state. Suppose a fraction $f$ of the area points up and the rest down, in columns much wider than the film thickness. Each column obeys equation \eqref{eq:both}, with opposite signs for the two directions, and the average coefficient is $(2 f - 1) \, e_{31,f}$. For $f = 0.9$ the magnitude falls by 20\%, more than any other neglected effect estimated here. Misaligned grains and non-ferroelectric regions need a separate average over orientations and phases. The numerical output lists the values used in this example.

\section*{Computed values}
\begin{verbatim}
INPUTS (round, rough hafnia regime)
C11, C12, C13, C33, C44 = 400, 150, 120, 390, 100 GPa
e31, e33 = -1.30, -1.50 C/m^2
clamped relative permittivity = 30
film thickness = 10 nm, field = 0.50 MV/cm
voltage = 0.50 V
equal biaxial strain = 0.10 %
wafer thickness = 500 um, biaxial modulus = 180 GPa
capacitor width = 10 um
remanent polarization = 20 uC/cm^2
coercive, breakdown field = 1, 4 MV/cm
pyroelectric coefficient magnitude = 50 uC/(m^2 K)
RESULTS
C13/C33 = 0.3077
e33*C13/C33 = -0.4615 C/m^2
e31f, stiffness form = -0.8385 C/m^2
s11, s12 = 3.0501, -0.9499 1/TPa
s11 + s12 = 2.1002 1/TPa
1/(s11 + s12) = 476.15 GPa
d31, d33 = -1.7609, -2.7625 pm/V
e31f, compliance form = -0.8385 C/m^2
e31f, from relaxed energy = -0.8385 C/m^2
bare e31 / e31f = 1.550
in-plane stress at the field = 41.92 MPa
thickness strain at the field = -1.923e-04
thickness change = -1.923 pm
charge from biaxial strain = -0.1677 uC/cm^2
film relative permittivity, T3 = 0 = 30.652
largest deviation in 200 random crystals = 3.0e-15 C/m^2
ORTHORHOMBIC VARIANT
C11, C22, C12, C13, C23, C33 = 410, 390, 150, 110, 130, 390 GPa
e31, e32, e33 = -1.20, -1.40, -1.50 C/m^2
e31f, e32f = -0.7769, -0.9000 C/m^2
d31/(s11 + s12) = -0.7171 C/m^2
its error against e31f = -7.7 %
NEGLECTED EFFECTS
field-induced polarization = 1.284 uC/cm^2
quadratic / linear response = 3.21 %
in-plane stress from electrode attraction = 0.102 MPa
attraction / piezoelectric stress = 0.24 %
film strain as wafer yields = -1.86e-08
free in-plane strain d31*E3 = -8.80e-05
wafer yielding / free strain = 0.021 %
wafer curvature = 5.59e-05 1/m
area within one thickness of an edge = 0.40 %
pyroelectric charge per kelvin = 0.0050 uC/cm^2
pyroelectric / strain charge, 1 K = 3.0 %
field / coercive field = 0.50
field / breakdown field = 0.125
\end{verbatim}
